**Reparametrization invariance fixes $c_2=1$ and $c_S=2c_F-1$**

The program tests the constraints on the effective Lagrangian of a heavy spin-1/2 particle, where $c_2$, $c_F$ and $c_S$ multiply the kinetic, magnetic and spin-orbit terms. It applies the differential operators to polynomial spinors in space- and time-dependent fields and solves the invariance conditions. It asserts that these give $c_2=1$ and $c_S=2c_F+4a$, where $a$ measures the spin rotation under a change of label, and that the quartic kinetic coefficient of a free particle is one. Products of boost matrices give $a=-0.2499999$, asserted to equal $-1/4$ within $10^{-5}$. For a Dirac particle with an added Pauli moment, $c_F$ is taken from Landau levels and $c_S$ from the splitting of a $p$ level in a Gaussian well. The program asserts that the two satisfy $c_S=2c_F-1$ up to higher relativistic corrections, for three strengths of the Pauli moment. It also asserts that the remaining deviation falls about fourfold when the speed of light is doubled; the output shows a factor of 3.9997.

## Numerical check

```python
# Result under test: for a spin-1/2 particle with effective kernel
#   K = P0 - c2 p^2/2m + cF q s.B/2m
#       + [cD q div E + cS q s.(E x p - p x E)]/(8 m^2 c^2) + c4 p^4/(8 m^3 c^2)
# invariance under the relabelling v -> v + k/m forces c2 = 1, cS = 2 cF - 1.
# P0, p: gauge-covariant energy and momentum; s: Pauli matrices; q: charge;
# E, B: external fields; c: speed of light; m: pole mass; u = k/m.
# The relabelled field is exp(-i m u.x)(1 + w) psi, with
#   w = [alpha u.p + i a s.(u x p)]/(m c^2).
# Atomic units inside, eV and angstrom in the output.
import numpy as np
import sympy as sp
from sympy.polys.rings import ring
from sympy.polys.domains import ZZ
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants, fine_structure

HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0] * 1e10
C = 1.0 / fine_structure

# ---------- exact operator algebra on polynomial spinors ----------
# im = m inverse, ic = 1/c^2, j = imaginary unit (reduced when collecting)
names = 'x y z t m im ic j c2 cF cS cD c4 alpha a'
R, x, y, z, t, m, im, ic, j, c2, cF, cS, cD, c4, alpha, a = ring(
    names.replace(' ', ','), ZZ)
sym = dict(zip(names.split(), sp.symbols(names)))
U = (1, 2, -1)
CYCLIC = ((0, 1, 2), (1, 2, 0), (2, 0, 1))
CHARGE = -1


def combine(terms):
    """Linear combination of states; a state is [f_up, f_dn, g_up, g_dn],
    where f is the value and g the part linear in the label change."""
    out = [R.zero] * 4
    for factor, state in terms:
        out = [o + factor * v for o, v in zip(out, state)]
    return out


def pauli(k, v):
    if k == 0:
        return [v[1], v[0], v[3], v[2]]
    if k == 1:
        return [-j * v[1], j * v[0], -j * v[3], j * v[2]]
    return [v[0], -v[1], v[2], -v[3]]


def label_variation(phi, A, spinor):
    """Eight times the change of K acting on spinor, first order in u."""
    def bare0(f):
        return j * f.diff(t) - CHARGE * phi * f

    def bare(i, f):
        return -j * f.diff((x, y, z)[i]) - CHARGE * A[i] * f

    def energy(v):
        new = [bare0(f) for f in v]
        for n in (0, 1):
            for i in range(3):
                new[2 + n] = new[2 + n] - U[i] * bare(i, v[n])
        return new

    def mom(i, v):
        new = [bare(i, f) for f in v]
        for n in (0, 1):
            new[2 + n] = new[2 + n] - U[i] * (m * v[n] + ic * bare0(v[n]))
        return new

    def qE(i, v):
        return combine([(-j, energy(mom(i, v))), (j, mom(i, energy(v)))])

    def qB(k, v):
        _, i, l = CYCLIC[k]
        return combine([(-j, mom(i, mom(l, v))), (j, mom(l, mom(i, v)))])

    def mom2(v):
        return combine([(1, mom(i, mom(i, v))) for i in range(3)])

    def kernel8(v):
        p = [mom(i, v) for i in range(3)]
        e = [qE(i, v) for i in range(3)]
        p2 = mom2(v)
        terms = [(8, energy(v)), (-4 * c2 * im, p2),
                 (c4 * ic * im**3, mom2(p2))]
        for k, i, l in CYCLIC:
            terms.append((4 * cF * im, pauli(k, qB(k, v))))
            terms.append((j * cD * ic * im**2,
                          combine([(1, mom(k, e[k])), (-1, qE(k, p[k]))])))
            cross = combine([(1, qE(i, p[l])), (-1, qE(l, p[i])),
                             (-1, mom(i, e[l])), (1, mom(l, e[i]))])
            terms.append((cS * ic * im**2, pauli(k, cross)))
        return combine(terms)

    def field_map(v, sign):
        p = [mom(i, v) for i in range(3)]
        terms = [(alpha * U[i], p[i]) for i in range(3)]
        for k, i, l in CYCLIC:
            cross = combine([(U[i], p[l]), (-U[l], p[i])])
            terms.append((sign * j * a, pauli(k, cross)))
        return combine(terms)

    state = [spinor[0], spinor[1], R.zero, R.zero]
    k_state = kernel8(state)
    left = field_map(k_state, -1)
    right = kernel8(field_map(state, +1))
    return [k_state[2 + n] + ic * im * (left[n] + right[n]) for n in (0, 1)]


def conditions(components, order):
    """Coefficients of every monomial at the given power of m."""
    table = {}
    for n, poly in enumerate(components):
        for e, coefficient in poly.terms():
            if e[4] - e[5] != order:
                continue
            key = (n, e[:4], e[6], e[7] % 2)
            value = sp.Integer(int(coefficient)) * (-1)**(e[7] // 2)
            for name, power in zip(names.split()[8:], e[8:]):
                value *= sym[name]**power
            table[key] = table.get(key, 0) + value
    return {sp.expand(v) for v in table.values()} - {sp.Integer(0)}


in_field = label_variation(x*y + z**2, (y*z, t*x, x**2), (x*t + j*y, z + 1))
sol0 = sp.solve(list(conditions(in_field, 0)), [sym['c2']], dict=True)
assert len(sol0) == 1 and sol0[0][sym['c2']] == 1
eqs1 = [q.subs(sym['c2'], 1) for q in conditions(in_field, -1)]
eqs1 = [q for q in eqs1 if q != 0]
sol1 = sp.solve(eqs1, [sym['alpha'], sym['cS']], dict=True)
assert len(sol1) == 1
alpha_value = sol1[0][sym['alpha']]
cS_rule = sp.expand(sol1[0][sym['cS']])
assert alpha_value == -sp.Rational(1, 2)
assert sp.expand(cS_rule - 2 * sym['cF'] - 4 * sym['a']) == 0

free = label_variation(R.zero, (R.zero,) * 3, (x**3 + x*y*z, y**2*z + x*t))
known = {sym['c2']: 1, sym['alpha']: alpha_value}
eqs2 = [sp.expand(q.subs(known)) for q in conditions(free, -2)]
eqs2 = [q for q in eqs2 if q != 0]
sol2 = sp.solve(eqs2, [sym['c4']], dict=True)
assert len(sol2) == 1 and sol2[0][sym['c4']] == 1

# ---------- spin rotation of a free particle from SL(2,C) boosts ----------
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def boost(p):
    """Canonical boost to momentum p, in units of m c."""
    p0 = np.sqrt(1 + p @ p)
    return ((1 + p0) * np.eye(2) + np.einsum('k,kab->ab', p, SIGMA)
            ) / np.sqrt(2 * (1 + p0))


beta = 1e-4 * np.array([1.0, 0.0, 0.0])
p_old = 1e-3 * np.array([0.6, 0.8, 0.0])
speed = np.linalg.norm(beta)
gamma = 1 / np.sqrt(1 - speed**2)
unit = beta / speed
p_new = (p_old + (gamma - 1) * (p_old @ unit) * unit
         - gamma * np.sqrt(1 + p_old @ p_old) * beta)
rotation = (np.linalg.inv(boost(p_new)) @ np.linalg.inv(boost(gamma * beta))
            @ boost(p_old))
assert np.allclose(rotation.conj().T @ rotation, np.eye(2), atol=1e-13)
axis = np.array([np.trace(s @ rotation).imag / 2 for s in SIGMA])
normal = np.cross(beta, p_old)
a_wigner = axis @ normal / (normal @ normal)
# corrections are of order (p/mc)^2 = 1e-6, rounding of order 1e-8
assert abs(a_wigner + 0.25) < 1e-5
constant_term = 4 * a_wigner


# ---------- magnetic coefficient from Dirac-Pauli Landau levels ----------
def magnetic_coefficient(anomaly, field=0.01, levels=12):
    low = np.diag(np.sqrt(np.arange(1, levels)), 1)
    px = np.sqrt(field / 2) * (low + low.T)
    py = 1j * np.sqrt(field / 2) * (low - low.T)
    spin_mom = np.kron(SIGMA[0], px) + np.kron(SIGMA[1], py)
    one = np.eye(2 * levels)
    spin_z = np.kron(SIGMA[2], np.eye(levels))
    h = (np.kron(SIGMA[0], C * spin_mom) + np.kron(SIGMA[2], C**2 * one)
         + 0.5 * anomaly * field * np.kron(SIGMA[2], spin_z))
    energies, vectors = np.linalg.eigh(h)
    up = energies[np.argmax(abs(vectors[0]))]
    down = energies[np.argmax(abs(vectors[levels]))]
    return (up - down) / field


# ---------- spin-orbit coefficient from Dirac-Pauli bound states ----------
DEPTH_EV, RANGE_A = 200.0, 1.0
V0, RANGE = DEPTH_EV / HARTREE, RANGE_A / BOHR
nodes, weights = np.polynomial.legendre.leggauss(500)
r = 8.0 * (nodes + 1)
wt = 8.0 * weights
V = -V0 * np.exp(-(r / RANGE)**2)
dV = -2 * r / RANGE**2 * V
WIDTH, NBASIS = 0.8, 30
G, dG = [], []
for n in range(NBASIS):
    arg = (r / WIDTH)**2
    env = r**2 * np.exp(-arg / 2)
    g = env * eval_genlaguerre(n, 1.5, arg)
    d = g * (2 / r - r / WIDTH**2)
    if n > 0:
        d = d - env * 2 * r / WIDTH**2 * eval_genlaguerre(n - 1, 2.5, arg)
    norm = np.sqrt(np.sum(wt * g * g))
    G.append(g / norm)
    dG.append(d / norm)
G, dG = np.array(G), np.array(dG)
overlap = (G * wt) @ G.T
potential = (G * wt * V) @ G.T
grad = dG + G / r
e_nr, vec_nr = eigh(potential + 0.5 * (grad * wt) @ grad.T, overlap)
density = (vec_nr[:, 0] @ G)**2
mean_force = np.sum(wt * density * dV / r)
assert abs(np.sum(wt * density) - 1) < 1e-10


def dirac_pauli_level(kappa, anomaly, light):
    """Lowest level; small component eliminated exactly at energy e."""
    lower = light * (dG + kappa * G / r) - anomaly / (2 * light) * dV * G
    e = e_nr[0]
    for _ in range(12):
        weight = wt / (2 * light**2 + e - V)
        h = potential + (lower * weight) @ lower.T
        e = eigh(h, overlap, eigvals_only=True)[0]
    return e


def splitting(anomaly, light):
    return (dirac_pauli_level(-2, anomaly, light)
            - dirac_pauli_level(1, anomaly, light))


def unit_splitting(light):
    """First-order p3/2 - p1/2 splitting for spin-orbit coefficient one."""
    return 1.5 * mean_force / (2 * light**2)


rows = []
for anomaly in (0.0, 0.25, 0.5):
    cf = magnetic_coefficient(anomaly)
    full = splitting(anomaly, C)
    cs = full / unit_splitting(C)
    assert abs(cf - (1 + anomaly)) < 1e-5      # corrections of order B/c^2
    # neglected terms are of relative order V0/(m c^2), about 4e-4
    assert abs(cs / (2 * cf - 1) - 1) < 5 * V0 / C**2
    rows.append((anomaly, cf, cs, full, (2 * cf - 1) * unit_splitting(C)))

dev1 = splitting(0.25, C) / (1.5 * unit_splitting(C)) - 1
dev2 = splitting(0.25, 2 * C) / (1.5 * unit_splitting(2 * C)) - 1
assert 3.5 < dev1 / dev2 < 4.5

g_electron = abs(physical_constants['electron g factor'][0])

print('OPERATOR ALGEBRA')
print('kinetic coefficient c2 =', sol0[0][sym['c2']])
print('field-map coefficient alpha =', alpha_value)
print('spin-orbit coefficient cS =', cS_rule)
print('quartic coefficient c4 =', sol2[0][sym['c4']])
print('SPIN ROTATION OF A FREE PARTICLE')
print(f'label change u/c = {speed:.1e}')
print(f'momentum p/(mc) = {np.linalg.norm(p_old):.1e}')
print(f'rotation coefficient a = {a_wigner:.7f}')
print(f'constant term 4a in cS = {constant_term:.6f}')
print('MODEL WELL')
print(f'depth V0 = {DEPTH_EV:.1f} eV')
print(f'range R = {RANGE_A:.1f} angstrom')
print(f'rest energy m c^2 = {C**2 * HARTREE:.1f} eV')
print(f'V0/(m c^2) = {V0 / C**2:.3e}')
print(f'nonrelativistic p level = {e_nr[0] * HARTREE:.4f} eV')
print(f'mean of V\'/r = {mean_force * HARTREE / BOHR**2:.4f} eV/angstrom^2')
print(f'splitting for cS = 1: {unit_splitting(C) * HARTREE:.6e} eV')
for anomaly, cf, cs, full, effective in rows:
    print(f'ANOMALY kappa = {anomaly:.2f}')
    print(f'  cF from Landau levels = {cf:.6f}')
    print(f'  2 cF - 1 = {2 * cf - 1:.6f}')
    print(f'  cS from p doublet = {cs:.6f}')
    print(f'  Dirac-Pauli splitting = {full * HARTREE:.6e} eV')
    print(f'  effective-theory splitting = {effective * HARTREE:.6e} eV')
print('APPROACH TO THE LIMIT, kappa = 0.25')
print(f'relative deviation at c = {dev1:.4e}')
print(f'relative deviation at 2c = {dev2:.4e}')
print(f'ratio of deviations = {dev1 / dev2:.4f}')
print('FREE ELECTRON')
print(f'|g| = {g_electron:.9f}')
print(f'cF = |g|/2 = {g_electron / 2:.9f}')
print(f'cS = |g| - 1 = {g_electron - 1:.9f}')
print('no test failed')
```

Running it gives:

```
OPERATOR ALGEBRA
kinetic coefficient c2 = 1
field-map coefficient alpha = -1/2
spin-orbit coefficient cS = 4*a + 2*cF
quartic coefficient c4 = 1
SPIN ROTATION OF A FREE PARTICLE
label change u/c = 1.0e-04
momentum p/(mc) = 1.0e-03
rotation coefficient a = -0.2499999
constant term 4a in cS = -1.000000
MODEL WELL
depth V0 = 200.0 eV
range R = 1.0 angstrom
rest energy m c^2 = 510999.0 eV
V0/(m c^2) = 3.914e-04
nonrelativistic p level = -79.7151 eV
mean of V'/r = 260.6332 eV/angstrom^2
splitting for cS = 1: 2.914902e-03 eV
ANOMALY kappa = 0.00
  cF from Landau levels = 1.000000
  2 cF - 1 = 0.999999
  cS from p doublet = 0.999859
  Dirac-Pauli splitting = 2.914492e-03 eV
  effective-theory splitting = 2.914900e-03 eV
ANOMALY kappa = 0.25
  cF from Landau levels = 1.250000
  2 cF - 1 = 1.499999
  cS from p doublet = 1.499816
  Dirac-Pauli splitting = 4.371818e-03 eV
  effective-theory splitting = 4.372351e-03 eV
ANOMALY kappa = 0.50
  cF from Landau levels = 1.500000
  2 cF - 1 = 1.999999
  cS from p doublet = 1.999772
  Dirac-Pauli splitting = 5.829139e-03 eV
  effective-theory splitting = 5.829802e-03 eV
APPROACH TO THE LIMIT, kappa = 0.25
relative deviation at c = -1.2234e-04
relative deviation at 2c = -3.0588e-05
ratio of deviations = 3.9997
FREE ELECTRON
|g| = 2.002319304
cF = |g|/2 = 1.001159652
cS = |g| - 1 = 1.002319304
no test failed
```
